# El-Sayed's rule for carbonyls, derived from orbitals and from symmetry, part 1

(Sections cited here and not found follow in the later parts.)

Consider a carbonyl compound, such as a small aldehyde, whose lowest excited singlet is the state in which one electron has left the lone pair $n$ of the oxygen atom and entered the antibonding orbital $\pi^*$ of the C=O bond. Two triplet states lie in the same range of energy. One has the same orbital occupation, ${}^3n\pi^*$. The other, ${}^3\pi\pi^*$, has its hole in the bonding orbital $\pi$. The electrostatic Hamiltonian commutes with the total spin and cannot take the molecule from a singlet to either triplet. The spin–orbit interaction $H_{SO}$ can, and to lowest order in it the golden-rule rate of this intersystem crossing is proportional to $\sum_M|\langle S|H_{SO}|T_M\rangle|^2$ times a factor fixed by the energy gap and the vibrational overlap. The question is which triplet the electronic factor favours.

El-Sayed's rule answers that the coupling is large when the orbital type changes, ${}^1n\pi^*\leftrightarrow{}^3\pi\pi^*$ or ${}^1\pi\pi^*\leftrightarrow{}^3n\pi^*$, and absent when it does not. The word "absent" needs conditions. The like-to-like coupling is exactly zero in two situations that are identified below, and otherwise it loses its leading one-centre term for single configurations and is small in the example computed below. The rule concerns the electronic matrix element at a fixed planar geometry and makes no statement about gaps or vibrational factors.

## Part I. Derivation from one-centre matrix elements

### The operator

Atomic units are used ($\hbar=m_e=e=4\pi\epsilon_0=1$, $c=1/\alpha$). The C=O bond lies along $z$, the molecule lies in the $yz$ plane, and $x$ is normal to it. The starting point is the spin–orbit term of the Breit–Pauli Hamiltonian, which is the term of order $\alpha^2$ that couples the spin $\mathbf s$ of an electron to its momentum $\mathbf p=-i\nabla$ in a potential energy $V(\mathbf r)$:

$$H_{SO}=\sum_i \mathbf h(i)\cdot\mathbf s(i),\qquad \mathbf h=\frac{\alpha^2}{2}\,(\nabla V)\times\mathbf p. \tag{1}$$

For the nuclei $V=-\sum_A Z_A/r_A$, where $\mathbf r_A$ is the position of the electron relative to nucleus $A$. Since $\nabla(1/r_A)=-\mathbf r_A/r_A^3$, the gradient is $\nabla V=\sum_A Z_A\mathbf r_A/r_A^3$, and

$$\mathbf h=\sum_A \xi_A(r_A)\,\mathbf l_A,\qquad \xi_A=\frac{\alpha^2Z_A}{2r_A^3},\qquad \mathbf l_A=\mathbf r_A\times\mathbf p. \tag{2}$$

Each nucleus contributes a positive spherical function times the orbital angular momentum about that nucleus. The other electrons also produce a field, which partly screens the nuclear one. Throughout Part I the spin–orbit interaction is assumed to be a one-electron operator of the form (1). The mean-field operator that includes screening is built in Part II and keeps the property derived next.

### Diagonal elements vanish for real orbitals

The components of $\mathbf h$ are $h^k=\frac{\alpha^2}{2}\sum_{ab}\epsilon_{kab}(\partial_aV)\,p_b$, with $\epsilon_{kab}$ the Levi-Civita symbol ($\epsilon_{xyz}=+1$, antisymmetric in every pair of indices). The adjoint of $(\partial_aV)p_b$ is $p_b(\partial_aV)=(\partial_aV)p_b-i\,\partial_b\partial_aV$. The extra term is symmetric in $a$ and $b$ and drops out against $\epsilon_{kab}$, so $h^k$ is Hermitian. It is also $-i$ times a real differential operator. The molecular orbitals $\phi_p$ of a spin-free Hamiltonian can be chosen real, and then each element $h^k_{pq}=\int\phi_p\,h^k\phi_q\,d^3r$ is purely imaginary. Hermiticity gives $h^k_{pq}=(h^k_{qp})^*$, and for an imaginary number complex conjugation is a change of sign:

$$h^k_{pq}=-h^k_{qp},\qquad h^k_{pp}=0. \tag{3}$$

Equation (3) holds for the full operator with all nuclei, at any geometry. A real orbital carries no current and no mean orbital angular momentum about any centre.

### Angular momentum between p orbitals

On one atom, with the origin at its nucleus and $x_a\in\{x,y,z\}$, a real p orbital is $R(r)\,p_a$ with the angular part $p_a=\sqrt{3/4\pi}\;x_a/r$. These are orthonormal on the sphere. For $a\neq b$ the product $x_ax_b$ is odd in $x_a$ and integrates to zero, and for $a=b$ the three integrals $\int (x_a/r)^2d\Omega$ are equal and add up to $\int d\Omega=4\pi$, so each is $4\pi/3$.

The components of the angular momentum are $l_c=-i\sum_{mn}\epsilon_{cmn}\,x_m\partial_n$. On a spherical function $f(r)$ the derivative is $\partial_nf=f'x_n/r$, and $\sum_{mn}\epsilon_{cmn}x_mx_n=0$, so $l_cf=0$. An s orbital is annihilated by $\mathbf l$, and by the product rule a spherical factor passes through $\mathbf l$ unchanged. On $x_bf(r)$ only the derivative of $x_b$ survives, with $\partial_nx_b=\delta_{nb}$:

$$l_c\,(x_bf)=-i\sum_m\epsilon_{cmb}\,x_mf.$$

Projecting on $p_a$ selects $m=a$:

$$\langle p_a|l_c|p_b\rangle=-i\,\epsilon_{cab}. \tag{4}$$

The element is nonzero only when $a$, $b$ and $c$ are all different. For $c=z$, $\epsilon_{zxy}=+1$ and $\epsilon_{zyx}=-1$ give

$$\langle p_x|l_z|p_y\rangle=-i,\qquad \langle p_y|l_z|p_x\rangle=+i,$$

that is $l_zp_x=ip_y$ and $l_zp_y=-ip_x$. In the same way $\langle p_y|l_x|p_z\rangle=-i$ and $\langle p_z|l_y|p_x\rangle=-i$. The operator $l_c$ generates rotations about the axis $c$. It turns a p lobe perpendicular to that axis into the other perpendicular lobe, and it annihilates the lobe along the axis. No component of $\mathbf l$ connects a p function with a p function of the same direction.

### The singlet and triplet states

The reference $|0\rangle$ is a closed-shell determinant. Indices $i,j,c$ label doubly occupied spatial orbitals, $a,b$ empty ones and $p,q$ either kind. Capital letters label spin orbitals, $P=(p,\sigma_P)$. The operators $a^\dagger_P$, $a_P$ obey $\{a_P,a^\dagger_Q\}=\delta_{PQ}$ and $\{a_P,a_Q\}=0$. A one-electron operator with matrix $O_{PQ}$ is $\hat O=\sum_{PQ}O_{PQ}\,a^\dagger_Pa_Q$. The anticommutation rules give $a^\dagger_Pa_Q\,a^\dagger_B=\delta_{QB}a^\dagger_P+a^\dagger_B\,a^\dagger_Pa_Q$ and $a^\dagger_Pa_Q\,a_J=a_J\,a^\dagger_Pa_Q-\delta_{JP}a_Q$, and therefore

$$[\hat O,a^\dagger_B]=\sum_PO_{PB}\,a^\dagger_P,\qquad [\hat O,a_J]=-\sum_QO_{JQ}\,a_Q. \tag{5}$$

Let $s_k=\sigma_k/2$ be the $2\times2$ spin matrices, with $\sigma_k$ the Pauli matrices. They are traceless and satisfy $[s_k,s_l]=i\sum_m\epsilon_{klm}s_m$ and $\mathrm{tr}(s_ks_l)=\frac12\delta_{kl}$, the last because $\sigma_k\sigma_l=\delta_{kl}+i\sum_m\epsilon_{klm}\sigma_m$. For any $2\times 2$ matrix $u$ define $|ia;u\rangle=\sum_{\sigma\tau}u_{\sigma\tau}\,a^\dagger_{a\sigma}a_{i\tau}|0\rangle$. The four determinants in this sum are orthonormal, so $\langle ia;u|ia;v\rangle=\mathrm{tr}(u^\dagger v)$. The states needed are

$$|S_{ia}\rangle=|ia;\mathbb 1/\sqrt2\rangle,\qquad |T_{jb,l}\rangle=|jb;\sqrt2\,s_l\rangle,\qquad l=x,y,z. \tag{6}$$

They are normalised, since $\mathrm{tr}(\mathbb 1)/2=1$ and $2\,\mathrm{tr}(s_ks_l)=\delta_{kl}$.

Their spin follows from (5). The total spin component $\hat S_k$ has the matrix $\delta_{pq}(s_k)_{\sigma\tau}$. It annihilates $|0\rangle$, because a spin flip within a doubly occupied orbital is blocked and the diagonal terms add up to $\mathrm{tr}\,s_k=0$ per orbital. Moving $\hat S_k$ through $a^\dagger_{a\sigma}a_{i\tau}$ with (5) multiplies $u$ by $s_k$ from the left in the first term and by $-s_k$ from the right in the second:

$$\hat S_k|ia;u\rangle=|ia;[s_k,u]\rangle.$$

For $u\propto\mathbb 1$ the commutator is zero, so $S_{ia}$ is a singlet. For $u=\sqrt2s_l$,

$$\hat S_k|T_l\rangle=i\sum_m\epsilon_{klm}|T_m\rangle. \tag{7}$$

Applying (7) twice and summing over $k$ gives $\hat S^2|T_l\rangle=-\sum_{kmn}\epsilon_{klm}\epsilon_{kmn}|T_n\rangle=2|T_l\rangle$, because $\epsilon_{kmn}=-\epsilon_{knm}$ and $\sum_{km}\epsilon_{klm}\epsilon_{knm}=2\delta_{ln}$. These states have $S=1$. From (7), $\hat S_zT_z=0$, $\hat S_zT_x=iT_y$ and $\hat S_zT_y=-iT_x$, so $T_z$ is the $M=0$ state and $T_{\pm1}=\mp(T_x\pm iT_y)/\sqrt2$ have $M=\pm1$. This change of basis is unitary, so the sum of squared couplings over $M$ equals the sum over $l$. Its square root is written $|V|$.

### From many electrons to one orbital element

Take $\hat O$ acting on a singly excited determinant and move it to the right with (5):

$$\hat O\,a^\dagger_Ba_J|0\rangle=\sum_PO_{PB}\,a^\dagger_Pa_J|0\rangle-\sum_QO_{JQ}\,a^\dagger_Ba_Q|0\rangle+a^\dagger_Ba_J\,\hat O|0\rangle. \tag{8}$$

Project on the determinant $a^\dagger_Aa_I|0\rangle$. The first sum contributes only for $P=A$ and $J=I$. The second contributes only for $Q=I$ and $B=A$. In the third term $\hat O|0\rangle$ is $\langle O\rangle_0|0\rangle$ plus single excitations, and $a^\dagger_Ba_J$ turns a single excitation into a double one or into zero, so only $\langle O\rangle_0=\sum_CO_{CC}$ survives. Hence

$$\langle0|a^\dagger_Ia_A\,\hat O\,a^\dagger_Ba_J|0\rangle=\delta_{IJ}O_{AB}-\delta_{AB}O_{JI}+\delta_{IJ}\delta_{AB}\langle O\rangle_0. \tag{9}$$

Project (8) on $|0\rangle$ instead. The first sum contributes for $P=J$. The other two terms begin with $a^\dagger_B$, and $\langle0|a^\dagger_B=(a_B|0\rangle)^\dagger=0$ for an empty orbital. So

$$\langle0|\hat O\,a^\dagger_Ba_J|0\rangle=O_{JB}. \tag{10}$$

For the spin–orbit operator $O_{PQ}=\sum_kh^k_{pq}(s_k)_{\sigma_P\sigma_Q}$, and $\langle O\rangle_0=\sum_{c,k}h^k_{cc}\,\mathrm{tr}\,s_k=0$. In $\langle S_{ia}|H_{SO}|T_{jb,l}\rangle$ the bra supplies $\delta_{\sigma_A\sigma_I}/\sqrt2$ and the ket supplies $\sqrt2\,(s_l)_{\sigma_B\sigma_J}$, so the numerical prefactors multiply to 1. In the first term of (9), $\delta_{IJ}$ sets $i=j$ and $\sigma_J=\sigma_I=\sigma_A=\sigma$, which leaves

$$\delta_{ij}\sum_kh^k_{ab}\sum_{\sigma\sigma_B}(s_k)_{\sigma\sigma_B}(s_l)_{\sigma_B\sigma}=\delta_{ij}\sum_kh^k_{ab}\,\mathrm{tr}(s_ks_l)=\tfrac12\delta_{ij}h^l_{ab}.$$

In the second term $\delta_{AB}$ sets $a=b$ and $\sigma_B=\sigma_A=\sigma_I=\sigma$, which leaves

$$-\delta_{ab}\sum_kh^k_{ji}\sum_{\sigma\sigma_J}(s_k)_{\sigma_J\sigma}(s_l)_{\sigma\sigma_J}=-\tfrac12\delta_{ab}h^l_{ji}.$$

Together,

$$\langle S_{ia}|H_{SO}|T_{jb,l}\rangle=\tfrac12\left(\delta_{ij}\,h^l_{ab}-\delta_{ab}\,h^l_{ji}\right). \tag{11}$$

For the ground state, (10) gives $\sqrt2\sum_kh^k_{jb}\,\mathrm{tr}(s_ks_l)$, that is

$$\langle0|H_{SO}|T_{jb,l}\rangle=\frac{h^l_{jb}}{\sqrt2}. \tag{12}$$

Equations (11) and (12) are exact for a one-electron operator and for single configurations built from one orthonormal set of orbitals. The triplet sublevel $T_l$ couples only through the component $h^l$. The configurations must share the hole or share the excited electron. If they share the excited electron, that orbital drops out, and the coupling is a property of the two holes alone.

### The one-centre approximation

Expand the orbitals in atomic functions, $\phi_p=\sum_\mu C_{\mu p}\chi_\mu$, so that $h^k_{pq}=\sum_A\sum_{\mu\nu}C_{\mu p}C_{\nu q}\langle\chi_\mu|\xi_Al^k_A|\chi_\nu\rangle$. The one-centre approximation keeps only the terms in which $\chi_\mu$ and $\chi_\nu$ are both centred on the nucleus $A$ of the operator. The reason is the factor $r_A^{-3}$, which weights the region close to nucleus $A$, where the p functions of atom $A$ vary steeply and the functions of neighbouring atoms are present only as tails. This is an argument about sizes, and the worked example measures the error for formaldehyde.

In a one-centre term $\xi_A$ is spherical and $\mathbf l_A$ commutes with $l_A^2$, so s, p and d functions do not mix. The s functions give zero. The p–p terms follow from (4). The d–d terms are present only through polarisation functions and are set aside for the moment.

All $p_y$ functions on oxygen share one angular part, so their contribution to the lone pair combines into a single radial function, and the same holds for the $p_x$ functions in $\pi$:

$$n\big|_{\mathrm O,\,p_y}=c_nR_n(r)\,p_y,\qquad \pi\big|_{\mathrm O,\,p_x}=c_\pi R_\pi(r)\,p_x,\qquad \int_0^\infty R^2r^2dr=1.$$

The phases of the two orbitals are chosen so that $c_n$, $c_\pi$ and the radial functions in the valence region are positive. The $\pi$ orbital is odd under $x\to-x$, so $p_x$ is its only p component on any atom of a planar molecule. The lone pair is even under $x\to-x$ and is assumed here to be of $p_y$ type on oxygen, lying in the plane and across the bond. The volume integral separates into a radial and an angular factor:

$$h^l_{\pi n}\approx\zeta_{\mathrm O}\,c_\pi c_n\,\langle p_x|l_l|p_y\rangle,\qquad \zeta_{\mathrm O}=\int_0^\infty R_\pi\,\xi_{\mathrm O}R_n\,r^2dr=\frac{\alpha^2Z_{\mathrm O}}{2}\int_0^\infty\frac{R_\pi R_n}{r}\,dr. \tag{13}$$

The last integral is written $\langle r^{-3}\rangle$. It converges because $R\propto r$ near the nucleus. By (4) the angular factor is $-i\epsilon_{lxy}$, which is $-i$ for $l=z$ and zero for $l=x,y$:

$$h^z_{\pi n}\approx-i\,\zeta_{\mathrm O}c_\pi c_n,\qquad h^x_{\pi n}\approx h^y_{\pi n}\approx0. \tag{14}$$

Carbon contributes a term of the same form with its own $\zeta_{\mathrm C}$ and its own coefficients. It is expected to be smaller, because $Z$ is smaller, the 2p shell is larger, and the lone pair has little amplitude on carbon.

For single configurations, the singlet–triplet spin–orbit coupling has been reduced to elements between two orbitals, and in the one-centre approximation the element between $\pi$ and $n$ has only a $z$ component. It remains to obtain El-Sayed's rule from these results, to derive it again from symmetry, and to test it on examples.
